# Equivalent capacitance of a resistor in parallel with a constant-phase element: verification in Python

```python
"""Resistor R parallel to a constant-phase element of admittance Q*(i*w)**n.
Result under test: the ideal capacitor that gives the same frequency of the
maximum of -Im Z with the same R is C_eff = Q**(1/n) * R**((1-n)/n).
R: ohm, Q: S s^n, n: exponent, w: angular frequency (rad/s),
tau0 = (R*Q)**(1/n): relaxation time (s), G: distribution of ln(tau/tau0).
"""
import numpy as np
from math import gamma
from scipy.constants import epsilon_0, k as k_B, e as q_e
from scipy.integrate import trapezoid
from scipy.optimize import minimize_scalar


def impedance(w, R, Q, n):
    return 1.0 / (1.0 / R + Q * (1j * w) ** n)


def find_peak(z_function, ln_low=-10.0, ln_high=25.0):
    """Search for the maximum of -Im Z; returns (angular frequency, height)."""
    grid = np.linspace(ln_low, ln_high, 1401)
    values = np.array([-z_function(np.exp(u)).imag for u in grid])
    i = int(np.argmax(values))
    assert 0 < i < len(grid) - 1
    scale = values[i]
    best = minimize_scalar(lambda u: z_function(np.exp(u)).imag / scale,
                           bounds=(grid[i - 1], grid[i + 1]),
                           method="bounded", options={"xatol": 1e-10})
    return np.exp(best.x), -best.fun * scale


def equivalent_capacitance(R, Q, n):
    return Q ** (1 / n) * R ** ((1 - n) / n)


def distribution(s, n):
    return np.sin(n * np.pi) / (2 * np.pi * (np.cosh(n * s) + np.cos(n * np.pi)))


# Peak position and height, and the distribution, for three different circuits
s = np.linspace(-60, 60, 12001)
for R_t, Q_t, n_t in [(1e6, 1e-9, 0.8), (5e3, 2e-5, 0.9), (2e8, 3e-11, 0.6)]:
    w_t, height_t = find_peak(lambda w: impedance(w, R_t, Q_t, n_t))
    C_t = equivalent_capacitance(R_t, Q_t, n_t)
    assert abs(1 / (w_t * R_t) / C_t - 1) < 1e-6
    assert abs(height_t / (0.5 * R_t * np.tan(n_t * np.pi / 4)) - 1) < 1e-9
    # an ideal capacitor of this size must peak at the same frequency
    w_ideal, _ = find_peak(lambda w: 1 / (1 / R_t + 1j * w * C_t))
    assert abs(w_ideal / w_t - 1) < 1e-6
    G_t = distribution(s, n_t)
    assert abs(trapezoid(G_t, s) - 1) < 1e-8
    for ratio in (0.01, 0.5, 1.0, 30.0):
        z_sum = R_t * trapezoid(G_t / (1 + 1j * ratio * np.exp(s)), s)
        z_direct = impedance(ratio / (R_t * C_t), R_t, Q_t, n_t)
        assert abs(z_sum / z_direct - 1) < 1e-7

# The stated circuit
R, Q, n = 1e6, 1e-9, 0.8
w0, height = find_peak(lambda w: impedance(w, R, Q, n))
C_eff = equivalent_capacitance(R, Q, n)
tau0 = R * C_eff
C_naive = Q * 1.0                  # number of Q misread as farads
w_naive, _ = find_peak(lambda w: 1 / (1 / R + 1j * w * C_naive))
assert 0.175e-9 < 1 / (R * w0) < 0.185e-9
assert w0 / w_naive > 5

# In-phase capacitance of the element alone, at the peak and at 1 rad/s
C_phase_peak = (1 / impedance(w0, R, Q, n)).imag / w0
C_phase_one = (1 / impedance(1.0, R, Q, n)).imag
assert abs(C_phase_peak / (C_eff * np.sin(n * np.pi / 2)) - 1) < 1e-6

# Same circuit with the millisecond as unit of time
Q_ms = Q * 1000 ** n               # S ms^n
w_ms, _ = find_peak(lambda w: impedance(w, R, Q_ms, n))
C_from_ms = 1 / (R * w_ms) / 1000  # S ms converted to farad
C_naive_ms = Q_ms / 1000           # number of Q_ms misread as S ms
assert abs(C_from_ms / C_eff - 1) < 1e-6
assert abs(C_naive_ms / C_naive - 1) > 0.5

# Voltage left at several times after a long steady current is switched off
G = distribution(s, n)
for x in (0.3, 1.0, 2.0):
    by_times = trapezoid(G * np.exp(-x * np.exp(-s)), s)
    by_series = sum((-x ** n) ** j / gamma(n * j + 1) for j in range(80))
    assert abs(by_times - by_series) < 1e-8
left_cpe = trapezoid(G * np.exp(-np.exp(-s)), s)
left_eff = np.exp(-tau0 / (R * C_eff))
left_naive = np.exp(-tau0 / (R * C_naive))

# Sensitivity to the exponent
dn = 1e-4
w_up, _ = find_peak(lambda w: impedance(w, R, Q, n + dn))
w_down, _ = find_peak(lambda w: impedance(w, R, Q, n - dn))
slope = -np.log(w_up / w_down) / (2 * dn)
assert abs(slope / (-np.log(R * Q) / n ** 2) - 1) < 1e-3
change_n = equivalent_capacitance(R, Q, n + 0.01) / C_eff - 1

# Rough zirconia pellet near 300 C: sizes of neglected effects
area, thickness, eps_r = 1e-5, 1e-3, 30.0          # m^2, m, relative
R_grain, grain_size = 3e5, 0.2e-6                  # ohm, m
C_stray, C_electrode = 5e-12, 1e-6                # F
T, E_act, V_ac = 573.0, 1.0, 0.1                   # K, eV, V
C_grain = epsilon_0 * eps_r * area / thickness
tau_grain = R_grain * C_grain


def whole_cell(w):
    z = (impedance(w, R, Q, n) + R_grain / (1 + 1j * w * tau_grain)
         + 1 / (1j * w * C_electrode))
    return 1 / (1 / z + 1j * w * C_stray)


w_cell, _ = find_peak(whole_cell, np.log(100.0), np.log(1e5))
shift_cell = w_cell / w0 - 1
assert abs(shift_cell) < 0.1

# Distribution cut off below the relaxation time of the grain interior
s_cut = np.linspace(np.log(tau_grain / tau0), 60, 12001)
G_cut = distribution(s_cut, n)


def cut_impedance(w):
    return R * trapezoid(G_cut / (1 + 1j * w * tau0 * np.exp(s_cut)), s_cut)


w_cut, _ = find_peak(cut_impedance, np.log(100.0), np.log(1e5))
shift_cut = w_cut / w0 - 1
removed = 1 - trapezoid(G_cut, s_cut)
C_high = tau0 / (R * trapezoid(G_cut * np.exp(-s_cut), s_cut))
w_far = 1e11
assert abs(-1 / (w_far * cut_impedance(w_far).imag) / C_high - 1) < 1e-6
assert abs(shift_cut) < 0.01
boundaries = thickness / grain_size
boundary_width = epsilon_0 * eps_r * area / (C_high * boundaries)

R_cooler = R * np.exp(E_act * q_e / k_B * (1 / (T - 1) - 1 / T))
change_T = equivalent_capacitance(R_cooler, Q, n) / C_eff - 1
V_boundary = V_ac / boundaries
V_thermal = k_B * T / q_e
assert V_boundary < 0.01 * V_thermal

print(f"Resistance R = {R/1e6:.1f} Mohm")
print(f"CPE coefficient Q = {Q:.1e} S s^n, exponent n = {n:.1f}")
print(f"Product R*Q = {R*Q:.1e} s^n")
print(f"Relaxation time tau0 = {tau0*1e3:.4f} ms")
print(f"Peak angular frequency (search) = {w0:.1f} rad/s")
print(f"Peak frequency (search) = {w0/(2*np.pi):.1f} Hz")
print(f"Peak height of -Im Z = {height/1e6:.4f} Mohm")
print(f"C_eff from formula = {C_eff*1e9:.4f} nF")
print(f"C_eff from searched peak = {1e9/(R*w0):.4f} nF")
print(f"Peak frequency with 1 nF = {w_naive/(2*np.pi):.1f} Hz")
print(f"Ratio 1 nF / C_eff = {C_naive/C_eff:.3f}")
print(f"In-phase capacitance at peak = {C_phase_peak*1e9:.4f} nF")
print(f"In-phase capacitance at 1 rad/s = {C_phase_one*1e9:.4f} nF")
print(f"Q with millisecond unit = {Q_ms:.4e} S ms^n")
print(f"Q misread as capacitance, ms unit = {C_naive_ms*1e9:.4f} nF")
print(f"C_eff found with ms unit = {C_from_ms*1e9:.4f} nF")
print(f"Voltage left at tau0, CPE circuit = {left_cpe:.4f}")
print(f"Voltage left at tau0, ideal C_eff = {left_eff:.4f}")
print(f"Voltage left at tau0, ideal 1 nF = {left_naive:.4f}")
print(f"Slope d ln(C_eff)/dn = {slope:.3f}")
print(f"C_eff change for n + 0.01 = {100*change_n:.2f} %")
print("Rough zirconia pellet:")
print(f"Area = {area*1e4:.2f} cm2, thickness = {thickness*1e3:.1f} mm")
print(f"Relative permittivity = {eps_r:.0f}")
print(f"Grain size = {grain_size*1e6:.1f} um")
print(f"Temperature = {T:.0f} K, activation energy = {E_act:.1f} eV")
print(f"Grain-interior resistance = {R_grain/1e6:.2f} Mohm")
print(f"Grain-interior capacitance = {C_grain*1e12:.3f} pF")
print(f"Grain-interior relaxation time = {tau_grain*1e6:.3f} us")
print(f"Stray capacitance = {C_stray*1e12:.1f} pF")
print(f"Electrode capacitance = {C_electrode*1e6:.1f} uF")
print(f"Peak shift, grain+stray+electrode = {100*shift_cell:.3f} %")
print(f"Apparent C_eff in whole cell = {1e9/(R*w_cell):.4f} nF")
print(f"Weight removed by fast cutoff = {100*removed:.3f} %")
print(f"Peak shift by fast cutoff = {100*shift_cut:.5f} %")
print(f"High-frequency capacitance = {C_high*1e9:.4f} nF")
print(f"Number of boundaries in series = {boundaries:.0f}")
print(f"Implied boundary thickness = {boundary_width*1e9:.2f} nm")
print(f"R change for 1 K cooling = {100*(R_cooler/R-1):.2f} %")
print(f"C_eff error, R taken 1 K cooler = {100*change_T:.2f} %")
print(f"Applied ac amplitude = {V_ac:.2f} V")
print(f"AC voltage per boundary = {V_boundary*1e3:.4f} mV")
print(f"Thermal voltage = {V_thermal*1e3:.2f} mV")
print("success")
```

It prints:

```
Resistance R = 1.0 Mohm
CPE coefficient Q = 1.0e-09 S s^n, exponent n = 0.8
Product R*Q = 1.0e-03 s^n
Relaxation time tau0 = 0.1778 ms
Peak angular frequency (search) = 5623.4 rad/s
Peak frequency (search) = 895.0 Hz
Peak height of -Im Z = 0.3633 Mohm
C_eff from formula = 0.1778 nF
C_eff from searched peak = 0.1778 nF
Peak frequency with 1 nF = 159.2 Hz
Ratio 1 nF / C_eff = 5.623
In-phase capacitance at peak = 0.1691 nF
In-phase capacitance at 1 rad/s = 0.9511 nF
Q with millisecond unit = 2.5119e-07 S ms^n
Q misread as capacitance, ms unit = 0.2512 nF
C_eff found with ms unit = 0.1778 nF
Voltage left at tau0, CPE circuit = 0.3869
Voltage left at tau0, ideal C_eff = 0.3679
Voltage left at tau0, ideal 1 nF = 0.8371
Slope d ln(C_eff)/dn = 10.793
C_eff change for n + 0.01 = 11.25 %
Rough zirconia pellet:
Area = 0.10 cm2, thickness = 1.0 mm
Relative permittivity = 30
Grain size = 0.2 um
Temperature = 573 K, activation energy = 1.0 eV
Grain-interior resistance = 0.30 Mohm
Grain-interior capacitance = 2.656 pF
Grain-interior relaxation time = 0.797 us
Stray capacitance = 5.0 pF
Electrode capacitance = 1.0 uF
Peak shift, grain+stray+electrode = 0.583 %
Apparent C_eff in whole cell = 0.1768 nF
Weight removed by fast cutoff = 0.312 %
Peak shift by fast cutoff = -0.00352 %
High-frequency capacitance = 0.0649 nF
Number of boundaries in series = 5000
Implied boundary thickness = 8.18 nm
R change for 1 K cooling = 3.60 %
C_eff error, R taken 1 K cooler = 0.89 %
Applied ac amplitude = 0.10 V
AC voltage per boundary = 0.0200 mV
Thermal voltage = 49.38 mV
success
```
